# Sticking probability and exposure from a coverage profile in a narrow pore: a numerical check

```python
"""
Result under test: in a long pore with irreversible Langmuir adsorption and
molecular flow, the coverage front has a shape set by the sticking probability
alone, while its depth is set mainly by the exposure when beta*tau >> 1.

Symbols (lengths in pore diameters d unless a unit is given):
  beta   sticking probability on an empty site
  tau    exposure: impacts per adsorption site at the pore mouth
  theta  coverage;  w = -ln(1 - theta);  g(w) = w - 1 + exp(-w)
  slope  -d(theta)/d(x/d) at theta = 1/2
  area   integral of theta over x/d (equal-area penetration depth)
  half   depth at which theta = 1/2
  eps    gas molecules in the filled pore per adsorption site
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad, simpson
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.optimize import brentq, least_squares

# ---------- chosen model parameters ----------
diameter = 100e-9
temperature = 500.0
mass = 100 * const.atomic_mass
pressure = 10.0
pulse = 0.2
site_area = 0.25e-18
collision_diameter = 0.5e-9
beta0 = 0.01
noise = 0.02

kT = const.k * temperature
speed = np.sqrt(8 * kT / (np.pi * mass))
density = pressure / kT
tau_per_exposure = site_area / np.sqrt(2 * np.pi * mass * kT)
tau0 = tau_per_exposure * pressure * pulse
eps = density * site_area * diameter / 4
free_path = kT / (np.sqrt(2) * np.pi * collision_diameter**2 * pressure)
assert free_path > 100 * diameter and eps < 1e-3


# ---------- flights between walls of a cylinder of unit diameter ----------
def flight_moment(kind):
    def integrand(polar, azimuth):
        normal = np.cos(polar)
        across = np.sin(polar) * np.cos(azimuth)
        axial = np.sin(polar) * np.sin(azimuth)
        length = normal / (normal**2 + across**2)
        value = length if kind == "length" else (length * axial)**2
        return 4 * value * np.cos(polar) * np.sin(polar) / np.pi
    return dblquad(integrand, 0, np.pi / 2, 0, np.pi / 2,
                   epsabs=1e-7, epsrel=1e-7)[0]


mean_flight = flight_moment("length")
mean_square_axial = flight_moment("axial square")
diffusivity_factor = mean_square_axial / (2 * mean_flight)
assert abs(mean_flight - 1) < 1e-5
assert abs(diffusivity_factor - 1 / 3) < 1e-5


# ---------- derived formulas ----------
def g(w):
    w = np.asarray(w, dtype=float)
    series = w**2 / 2 - w**3 / 6 + w**4 / 24 - w**5 / 120
    return np.where(w < 1e-2, series, w + np.expm1(-w))


log_w = np.linspace(np.log(1e-14), np.log(1e4), 8001)
w_table = np.exp(log_w)
stretch = CubicSpline(log_w, w_table / np.sqrt(6 * g(w_table))).antiderivative()
stretch_table = stretch(log_w)
inverse_stretch = CubicSpline(stretch_table, log_w)


def coverage(xi, beta, tau):
    s = stretch(np.log(beta * tau)) - np.sqrt(beta) * xi
    s = np.clip(s, stretch_table[0], stretch_table[-1])
    return -np.expm1(-np.exp(inverse_stretch(s)))


def slope_formula(beta):
    return 0.5 * np.sqrt(6 * beta * (np.log(2) - 0.5))


def area_formula(beta, tau):
    return float(np.sqrt(2 * g(beta * tau) / (3 * beta)))


def half_formula(beta, tau):
    return float((stretch(np.log(beta * tau)) - stretch(np.log(np.log(2))))
                 / np.sqrt(beta))


def exposure_from_area(area, beta):
    return brentq(lambda t: float(g(beta * t)) - 1.5 * beta * area**2,
                  1e-3, 1e6)


def area_sensitivities(beta, tau):
    W = beta * tau
    by_tau = W * (1 - np.exp(-W)) / (2 * float(g(W)))
    return by_tau - 0.5, by_tau


def half_sensitivities(beta, tau):
    W = beta * tau
    by_tau = W / (np.sqrt(6 * beta * float(g(W))) * half_formula(beta, tau))
    return by_tau - 0.5, by_tau


# ---------- independent road: gas and surface stepped in exposure ----------
def simulate(beta, tau, steps, h=0.2, length=200.0):
    n = int(round(length / h))
    xi = h * np.arange(n + 1)
    empty = np.ones(n + 1)
    gas = np.zeros(n + 1)
    gas[0] = 1.0
    dt = tau / steps
    off = -1 / (3 * h**2)
    bands = np.zeros((3, n))
    bands[0, 1:] = off
    bands[2, :-1] = off
    bands[2, n - 2] = 2 * off          # closed end: no flux
    for _ in range(steps):
        trial = empty
        for _ in range(2):             # second pass uses mid-step coverage
            bands[1] = -2 * off + eps / dt + beta * trial[1:]
            rhs = eps / dt * gas[1:]
            rhs[0] -= off
            new = np.ones(n + 1)
            new[1:] = solve_banded((1, 1), bands, rhs, check_finite=False)
            trial = empty * np.exp(-beta * new * dt / 2)
        empty = empty * np.exp(-beta * new * dt)
        gas = new
    return xi, 1 - empty


def measure(xi, theta):
    curve = CubicSpline(xi, theta)
    half = brentq(lambda x: float(curve(x)) - 0.5, xi[0], xi[-1])
    return -float(curve(half, 1)), float(simpson(theta, x=xi)), half


beta_twin = 5 * beta0
tau_twin = exposure_from_area(area_formula(beta0, tau0), beta_twin)
cases = {"base": (beta0, tau0, 2500),
         "double exposure": (beta0, 2 * tau0, 4000),
         "equal-depth twin": (beta_twin, tau_twin, 3000)}
profiles, measured, profile_error = {}, {}, {}
for name, (b, t, steps) in cases.items():
    xi, theta = simulate(b, t, steps)
    profiles[name] = (xi, theta)
    measured[name] = measure(xi, theta)
    profile_error[name] = np.max(np.abs(theta - coverage(xi, b, t)))
    assert profile_error[name] < 2e-3
    assert abs(measured[name][0] / slope_formula(b) - 1) < 3e-3
    assert abs(measured[name][1] / area_formula(b, t) - 1) < 1e-3
    assert abs(measured[name][2] / half_formula(b, t) - 1) < 1e-3

slope_b, area_b, half_b = measured["base"]
slope_d, area_d, half_d = measured["double exposure"]
slope_t, area_t, half_t = measured["equal-depth twin"]
assert abs(slope_d / slope_b - 1) < 2e-3
assert abs(area_t / area_b - 1) < 1e-3
assert abs(slope_t / slope_b - np.sqrt(5)) < 0.01

# two measured features inverted without use of the true parameters
beta_inverted = 4 * slope_b**2 / (6 * (np.log(2) - 0.5))
tau_inverted = exposure_from_area(area_b, beta_inverted)
assert abs(beta_inverted / beta0 - 1) < 6e-3
assert abs(tau_inverted / tau0 - 1) < 2e-3

# ---------- sensitivities from simulated finite differences ----------
factor = 1.1
tau_low = 1 / beta0                    # beta*tau = 1: no diffusion limit
sensitivity = {}
for t in (tau0, tau_low):
    found = []
    for fb, ft in ((factor, 1.0), (1.0, factor)):
        up = measure(*simulate(beta0 * fb, t * ft, 1000))
        down = measure(*simulate(beta0 / fb, t / ft, 1000))
        found.append(np.log(np.array(up) / np.array(down))
                     / (2 * np.log(factor)))
    sensitivity[t] = area_sensitivities(beta0, t)
    for k in range(2):
        assert abs(found[k][1] / sensitivity[t][k] - 1) < 0.03
        if t == tau0:
            expected = half_sensitivities(beta0, t)[k]
            assert abs(found[k][2] / expected - 1) < 0.03
ratio_high = sensitivity[tau0][0] / sensitivity[tau0][1]
ratio_low = sensitivity[tau_low][0] / sensitivity[tau_low][1]
half_sens = half_sensitivities(beta0, tau0)
assert ratio_high < 0.05 < 0.3 < ratio_low

# ---------- noisy synthetic profile and two-parameter fit ----------
positions = np.arange(1.0, 101.0)
clean = CubicSpline(*profiles["base"])(positions)
rng = np.random.default_rng(7)


def fit(data):
    def residual(q):
        return (coverage(positions, np.exp(q[0]), np.exp(q[1])) - data) / noise
    start = np.log([3 * beta0, 0.7 * tau0])
    result = least_squares(residual, start, method="lm")
    assert result.success
    return result.x, 2 * result.cost


def jacobian(q, step=1e-4):
    columns = []
    for k in range(2):
        shift = np.zeros(2)
        shift[k] = step
        plus, minus = np.exp(q + shift), np.exp(q - shift)
        columns.append((coverage(positions, *plus)
                        - coverage(positions, *minus)) / (2 * step))
    return np.array(columns).T


def covariance(J):
    return noise**2 * np.linalg.inv(J.T @ J)


best, chi2 = fit(clean + noise * rng.standard_normal(positions.size))
J_fit = jacobian(best)
cov_fit = covariance(J_fit)
err_fit = np.sqrt(np.diag(cov_fit))
truth = np.log([beta0, tau0])
assert np.all(np.abs(best - truth) < 4 * err_fit)
beta_fit, tau_fit = np.exp(best)

J_true = jacobian(truth)
cov_true = covariance(J_true)
err_true = np.sqrt(np.diag(cov_true))
corr_true = cov_true[0, 1] / np.prod(err_true)
err_beta_known_tau = noise / np.linalg.norm(J_true[:, 0])
level = coverage(positions, beta0, tau0)
front = (level > 0.05) & (level < 0.95)
err_front = np.sqrt(covariance(J_true[front])[0, 0])
err_rest = np.sqrt(covariance(J_true[~front])[0, 0])
assert err_front < 1.5 * err_true[0]
assert err_rest > 1.5 * err_front

repeats = 400
sample = np.array([fit(clean + noise * rng.standard_normal(positions.size))[0]
                   for _ in range(repeats)])
scatter = sample.std(axis=0, ddof=1)
corr_sample = np.corrcoef(sample.T)[0, 1]
assert np.all(np.abs(scatter / err_true - 1) < 0.15)
assert abs(corr_sample - corr_true) < 0.2
assert np.all(np.abs(sample.mean(axis=0) - truth) < 0.3 * err_true)

# ---------- exposure inferred from depth alone ----------
beta_low, beta_high = 0.5 * beta0, 5 * beta0
tau_if_low = exposure_from_area(area_b, beta_low)
tau_if_high = exposure_from_area(area_b, beta_high)

# ---------- printed numbers ----------
um = diameter * 1e6
print(f"pore diameter: {diameter*1e9:.0f} nm; temperature: {temperature:.0f} K")
print(f"molecular mass: {mass/const.atomic_mass:.0f} u; "
      f"site area: {site_area*1e18:.2f} nm^2")
print(f"pressure: {pressure:.0f} Pa; pulse: {pulse:.1f} s; "
      f"exposure: {pressure*pulse:.2f} Pa s")
print(f"mean speed: {speed:.1f} m/s")
print(f"mean free path (0.5 nm collision diameter): {free_path*1e6:.0f} um")
print(f"mean flight / d: {mean_flight:.6f}")
print(f"mean square axial flight / d^2: {mean_square_axial:.6f}")
print(f"D/(d v): {diffusivity_factor:.6f}; "
      f"D: {diffusivity_factor*diameter*speed:.3e} m^2/s")
print(f"gas per site eps: {eps:.2e}")
print(f"true beta: {beta0:.3f}; true tau: {tau0:.1f} impacts per site")
print(f"beta*tau: {beta0*tau0:.2f}")
print(f"slope coefficient S/sqrt(beta): {slope_formula(1.0):.4f} per d")
print(f"formula, base: slope {slope_formula(beta0):.5f} per d, "
      f"area {area_formula(beta0, tau0):.3f} d, "
      f"half {half_formula(beta0, tau0):.3f} d")
print(f"limit sqrt(2 tau/3): {np.sqrt(2*tau0/3):.3f} d")
for name, (b, t, _) in cases.items():
    s, a, hh = measured[name]
    print(f"simulated, {name}: beta {b:.3f}, tau {t:.1f}")
    print(f"  slope {s:.5f} per d, area {a:.3f} d, half {hh:.3f} d")
    print(f"  largest coverage difference from formula: "
          f"{profile_error[name]:.1e}")
print(f"slope ratio, double exposure/base: {slope_d/slope_b:.4f}")
print(f"area ratio, double exposure/base: {area_d/area_b:.4f}")
print(f"slope ratio, twin/base: {slope_t/slope_b:.4f}")
print(f"exposure ratio, twin/base: {tau_twin/tau0:.4f}")
print(f"inverted from slope and area: beta {beta_inverted:.5f}, "
      f"tau {tau_inverted:.1f}")
for t in (tau0, tau_low):
    sb, st = sensitivity[t]
    print(f"beta*tau {beta0*t:.2f}: dlnX/dlnbeta {sb:.4f}, "
          f"dlnX/dlntau {st:.4f}, ratio {sb/st:.4f}")
print(f"half depth, base: dln/dlnbeta {half_sens[0]:.4f}, "
      f"dln/dlntau {half_sens[1]:.4f}")
print(f"noise: {noise:.2f}; points: {positions.size}; spacing: 1 d")
print(f"fitted beta: {beta_fit:.5f} +/- {beta_fit*err_fit[0]:.5f}")
print(f"fitted tau: {tau_fit:.1f} +/- {tau_fit*err_fit[1]:.1f}")
print(f"fitted exposure: {tau_fit/tau_per_exposure:.4f} +/- "
      f"{tau_fit*err_fit[1]/tau_per_exposure:.4f} Pa s")
print(f"chi-square: {chi2:.1f} for {positions.size-2} degrees of freedom")
print(f"fitted slope: {slope_formula(beta_fit):.5f} per d = "
      f"{slope_formula(beta_fit)/um:.4f} per um")
print(f"fitted area depth: {area_formula(beta_fit, tau_fit):.3f} d = "
      f"{area_formula(beta_fit, tau_fit)*um:.4f} um")
print(f"predicted errors: ln beta {err_true[0]:.4f}, ln tau {err_true[1]:.5f}, "
      f"correlation {corr_true:.3f}")
print(f"scatter of {repeats} fits: ln beta {scatter[0]:.4f}, "
      f"ln tau {scatter[1]:.5f}, correlation {corr_sample:.3f}")
print(f"ln beta error if tau is known: {err_beta_known_tau:.4f}")
print(f"ln beta error, {front.sum()} front points (0.05-0.95): {err_front:.4f}")
print(f"ln beta error, other {(~front).sum()} points: {err_rest:.4f}")
print(f"tau from depth alone: {tau_if_low:.1f} at beta {beta_low:.3f}, "
      f"{tau_if_high:.1f} at beta {beta_high:.3f}")
print(f"relative change of tau: {100*(tau_if_low/tau_if_high-1):.2f} %")
print("PASS")
```

Printed output:

```
pore diameter: 100 nm; temperature: 500 K
molecular mass: 100 u; site area: 0.25 nm^2
pressure: 10 Pa; pulse: 0.2 s; exposure: 2.00 Pa s
mean speed: 325.4 m/s
mean free path (0.5 nm collision diameter): 622 um
mean flight / d: 1.000000
mean square axial flight / d^2: 0.666667
D/(d v): 0.333333; D: 1.085e-05 m^2/s
gas per site eps: 9.05e-06
true beta: 0.010; true tau: 5891.5 impacts per site
beta*tau: 58.92
slope coefficient S/sqrt(beta): 0.5383 per d
formula, base: slope 0.05383 per d, area 62.137 d, half 61.209 d
limit sqrt(2 tau/3): 62.671 d
simulated, base: beta 0.010, tau 5891.5
  slope 0.05382 per d, area 62.137 d, half 61.208 d
  largest coverage difference from formula: 1.3e-05
simulated, double exposure: beta 0.010, tau 11783.1
  slope 0.05382 per d, area 88.254 d, half 87.325 d
  largest coverage difference from formula: 1.6e-05
simulated, equal-depth twin: beta 0.050, tau 5811.5
  slope 0.12035 per d, area 62.137 d, half 61.721 d
  largest coverage difference from formula: 6.2e-05
slope ratio, double exposure/base: 1.0000
area ratio, double exposure/base: 1.4203
slope ratio, twin/base: 2.2359
exposure ratio, twin/base: 0.9864
inverted from slope and area: beta 0.01000, tau 5891.5
beta*tau 58.92: dlnX/dlnbeta 0.0086, dlnX/dlntau 0.5086, ratio 0.0170
beta*tau 1.00: dlnX/dlnbeta 0.3591, dlnX/dlntau 0.8591, ratio 0.4180
half depth, base: dln/dlnbeta 0.0163, dln/dlntau 0.5163
noise: 0.02; points: 100; spacing: 1 d
fitted beta: 0.01043 +/- 0.00042
fitted tau: 5885.7 +/- 20.9
fitted exposure: 1.9980 +/- 0.0071 Pa s
chi-square: 78.4 for 98 degrees of freedom
fitted slope: 0.05498 per d = 0.5498 per um
fitted area depth: 62.128 d = 6.2128 um
predicted errors: ln beta 0.0395, ln tau 0.00360, correlation -0.418
scatter of 400 fits: ln beta 0.0392, ln tau 0.00341, correlation -0.436
ln beta error if tau is known: 0.0359
ln beta error, 26 front points (0.05-0.95): 0.0428
ln beta error, other 74 points: 0.1043
tau from depth alone: 5991.5 at beta 0.005, 5811.5 at beta 0.050
relative change of tau: 3.10 %
PASS
```
